# Ferroelectric field from reversible pulse charge in a bilayer with interface charge

**Q.** A ferroelectric film sits on a dielectric film between two metal plates. I can apply a voltage pulse and integrate the current. No probe reaches the ferroelectric, so how could I know the field inside it?

**A.** By subtraction. The dielectric is linear and its capacitance is known, so its charge fixes its voltage. The ferroelectric takes the rest. The difficulty is to know the dielectric's total charge when the ammeter sees changes alone.

Let the ferroelectric have thickness \(t_F\) and the dielectric thickness \(t_D\), relative permittivity \(\varepsilon_D\) and capacitance per area \(C_D=\varepsilon_0\varepsilon_D/t_D\). The ferroelectric touches the driven electrode; the other electrode is grounded. Fields and displacements are positive when they point from the driven to the grounded electrode, and all charges are per unit area. In the ferroelectric \(D_F=\varepsilon_0E_F+P\), where \(P\) is the whole polarization. In the dielectric \(D_D=\varepsilon_0\varepsilon_DE_D\).

Take the layers as laterally uniform, with no free charge inside the ferroelectric and a sheet charge \(\sigma\) at the interface. Gauss's law across the interface gives

\[
D_D=D_F+\sigma .
\]

The field inside the metal is zero, so the driven electrode holds the charge \(D_F\). With \(\phi\) the contact potential of the two electrodes, the voltages add to

\[
V=\phi+t_FE_F+t_DE_D=\phi+t_FE_F+\frac{D_F+\sigma}{C_D},
\]

because \(t_DE_D=t_DD_D/(\varepsilon_0\varepsilon_D)=D_D/C_D\). Solving for the field,

\[
E_F=\frac1{t_F}\left[V-\phi-\frac{D_F+\sigma}{C_D}\right].
\tag{1}
\]

If \(P\) varies through the thickness, \(t_FE_F\) is still the voltage across the film, and \(E_F\) is its thickness average.

**Q.** Real trapped charge need not sit neatly at the interface.

**A.** Put the sheet at depth \(x\) inside the dielectric, measured from the interface. The displacement is \(D_F\) above it and \(D_F+\sigma\) below it, so the dielectric voltage is

\[
\frac{D_Fx+(D_F+\sigma)(t_D-x)}{\varepsilon_0\varepsilon_D}
=\frac{1}{C_D}\left[D_F+\sigma\left(1-\frac{x}{t_D}\right)\right].
\]

Equation (1) therefore survives with an effective charge \(\sigma(1-x/t_D)\). Charge next to the grounded electrode does not count.

**Q.** Equation (1) needs the absolute \(D_F\). My ammeter gives a change.

**A.** So compare two settled moments: the end of the voltage plateau ("peak"), and a time after the voltage has returned to zero ("end"). Settled means that the current has died out, so no voltage is lost in the series resistance. Let \(Q_{\rm rev}\) be the charge that flows back between these moments. Let \(Q_{\rm res}\) be the charge that went in during the whole pulse and did not return.

If no charge crosses either layer, \(\sigma\) is constant and the ammeter charge is the change of \(D_F\). With \(D_0\) the displacement before the pulse and \(D_r\) that after it,

\[
D_r=D_0+Q_{\rm res},\qquad D_F({\rm peak})=D_r+Q_{\rm rev}.
\]

Inserting the second relation into (1) gives

\[
E_F=\frac1{t_F}\left[V-\phi-\frac{s+Q_{\rm rev}}{C_D}\right],\qquad s=D_r+\sigma ,
\tag{2}
\]

and the polarization follows from the definition of \(D_F\):

\[
P=D_r+Q_{\rm rev}-\varepsilon_0E_F .
\tag{3}
\]

The quantity \(s\) is the displacement left in the dielectric after the pulse. It vanishes only if the interface charge and the remanent displacement cancel, and it takes the sign of the larger of the two.

**Q.** I have seen this done with \(E_F=(V-Q_{\rm rev}/C_D)/t_F\) and nothing else. Is that wrong?

**A.** It is (2) without the offset

\[
\Delta E=-\frac{s+C_D\phi}{C_Dt_F},
\]

so it is right when \(s+C_D\phi=0\). For \(\phi=0\) this says that the interface charge cancels the remanent displacement, \(\sigma=-D_r\), and the dielectric is field-free between pulses.

That condition is narrow. At \(V=\phi=0\), equation (1) reads \(t_FE_F=-s/C_D\), so \(s=0\) requires a resting state with \(E_F=0\). A ferroelectric with zero-field states at \(P=0\) and \(P=\pm P_{\rm rem}\) then needs \(\sigma=0\) or \(\sigma=\mp P_{\rm rem}\). Any other fixed charge leaves an offset.

**Q.** A constant offset would not change the slope. Does negative capacitance survive if I ignore it?

**A.** The sign of the slope does, if every pulse ends in the same state. Then \(dD_F=dQ_{\rm rev}\) along the series of pulse heights, and differentiating (2) with respect to \(Q_{\rm rev}\) at constant \(s\) and \(\phi\) gives

\[
t_F\frac{dE_F}{dD_F}=\frac{dV}{dQ_{\rm rev}}-\frac1{C_D}.
\tag{4}
\]

For a stable stack \(dQ_{\rm rev}/dV>0\), and the left side is negative when \(dQ_{\rm rev}/dV>C_D\). The bilayer then takes up more charge per volt than its dielectric alone would. What the offset spoils is the position of the curve: the field at which the slope turns negative, and the polarization at which the field vanishes.

**Q.** Then tell me \(\sigma\), and I can correct the field.

**A.** Not yet, because \(s\) also contains \(D_r\). A second anchor is needed, and symmetry can supply it. Suppose the material curve \(E_F(D_F)\) is odd and the pulses carry \(D_F\) through zero. At \(D_F=0\) the field vanishes, and (1) gives the voltage of that point:

\[
V_c=\phi+\frac{\sigma}{C_D}.
\]

The returned charge there is \(Q_c=0-D_r=-D_r\). With \(\sigma\) and \(\phi\) known, you calculate \(V_c\), read \(Q_{\rm rev}\) at that voltage, and have \(D_r\).

**Q.** And if nobody can tell me \(\sigma\)?

**A.** The centre also leaves a mark in the data. Differentiate the voltage sum twice with respect to \(D_F\). The dielectric term is linear and drops out:

\[
\frac{d^2V}{dD_F^2}=t_F\frac{d^2E_F}{dD_F^2}.
\]

The second derivative of a smooth odd function is odd, so it vanishes at \(D_F=0\), and \(dQ_{\rm rev}/dV\) has a stationary point at \(V_c\). To see whether it is a maximum, take the Landau form \(E_F=\alpha P+\beta P^3\) with \(\alpha<0<\beta\). Since \(dD_F/dP=1+\varepsilon_0\,dE_F/dP\),

\[
\frac{dE_F}{dD_F}=\frac{\alpha+3\beta P^2}{1+\varepsilon_0(\alpha+3\beta P^2)} .
\]

For \(\varepsilon_0|\alpha|<1\) the right side rises with \(\alpha+3\beta P^2\), so it is smallest at \(P=0\). By (4), \(dV/dQ_{\rm rev}\) is smallest there too, and the capacitance peaks at the centre.

Subtract (1) at the centre, \(0=V_c-\phi-\sigma/C_D\), from (1) at any other point, and use \(D_F=Q_{\rm rev}-Q_c\):

\[
t_FE_F=(V-V_c)-\frac{Q_{\rm rev}-Q_c}{C_D},\qquad
P=Q_{\rm rev}-Q_c-\varepsilon_0E_F .
\tag{5}
\]

Neither \(\sigma\) nor \(\phi\) appears. The pulses determine their combination \(C_DV_c=\sigma+C_D\phi\), and by (1) the two affect the field only through this combination. The pulses also supply \(Q_c\), which fixes \(D_F\).

**Q.** You assumed that the curve is odd. Films often have a built-in field.

**A.** Suppose the curve is an odd function plus a constant \(E_b\). The centre then moves to \(V_c=\phi+t_FE_b+\sigma/C_D\), and (5) returns \(E_F-E_b\). The data cannot separate \(E_b\) from interface charge. A curve lopsided in shape is a different matter. For an odd curve \(V-V_c\) is odd in \(D_F\), so \(dQ_{\rm rev}/dV\) must be even about \(V_c\). The centre need not be a maximum: with a negative cubic and a positive fifth-order term the capacitance can dip at the centre between two lopsided peaks, and (5) then holds about the dip, not about a peak. If the capacitance is even about no point, (5) has no justification and \(s\) must come from elsewhere. Evenness is necessary but not sufficient: a curve symmetric about a point with \(D_F\ne0\) gives it too, and (5) then returns field and displacement measured from that point.

**Q.** Why would the ferroelectric sit on the negative-slope part at all? It should jump.

**A.** It jumps if the dielectric is too thin. Let the polarization relax uniformly by \(\rho\,dP/dt=E_F-\alpha P-\beta P^3\) with \(\rho>0\), and disturb it by \(\delta P\) at fixed voltage. The voltage sum with \(\delta E_F=(\delta D_F-\delta P)/\varepsilon_0\) gives

\[
t_F\,\delta E_F+\frac{\delta P+\varepsilon_0\,\delta E_F}{C_D}=0
\quad\Rightarrow\quad
\delta E_F=-\frac{\delta P}{C_Dt_F+\varepsilon_0}.
\]

Near \(P=0\), therefore,

\[
\rho\frac{d\,\delta P}{dt}=-\left[\frac1{C_Dt_F+\varepsilon_0}+\alpha\right]\delta P .
\]

The disturbance decays if \(C_Dt_F+\varepsilon_0<1/|\alpha|\), which rearranges to

\[
\frac1{C_D}>\frac{t_F|\alpha|}{1-\varepsilon_0|\alpha|}.
\tag{6}
\]

This is the condition for a uniform state. Breaking up into lateral domains is another way to become unstable, and (6) does not exclude it.

**Q.** Give me numbers.

**A.** Take a model film in the regime of ferroelectric HfO2: \(P_{\rm rem}=10\) uC/cm2, a Landau coercive field (the maximum of \(E_F\) on the negative-\(P\) branch) of 1 MV/cm, and \(t_F=10\) nm. These give \(\alpha=-2.598\times10^9\) m/F and \(\beta=-\alpha/P_{\rm rem}^2\). The dielectric has \(t_D=10\) nm and \(\varepsilon_D=25\), so \(C_D=2.2135\) uF/cm2. Condition (6) asks for \(t_D>5.89\) nm, which is met. The interface charge is \(\sigma=+6\) uC/cm2, and \(\phi=0\).

The pulse charges come from simulating the relaxation law above in a circuit with series resistance, with plateaus of 500 ns. The film rests at \(D_r=-7.748\) uC/cm2, so

\[
s=-7.748+6.000=-1.748\ \text{uC/cm2},\qquad
-\frac{s}{C_D}=\frac{1.748}{2.2135}\ \text{V}=0.790\ \text{V}.
\]

Across 10 nm, 1 V is 1 MV/cm, so the offset is \(+0.790\) MV/cm. At \(V=2.5\) V the returned charge is 6.636 uC/cm2, and

\[
t_FE_F=2.5-\frac{6.636}{2.2135}+0.790=2.5-2.998+0.790=0.292\ \text{V}.
\]

The field is \(+0.292\) MV/cm, where the uncorrected formula gives \(-0.498\) MV/cm. The sign itself was wrong. Other pulses, with fields in MV/cm and charges in uC/cm2:

| V (V) | Q_rev | E uncorrected | E corrected | P |
|---|---|---|---|---|
| 0 | 0 | 0 | 0.790 | −7.82 |
| 1.0 | 1.758 | 0.206 | 0.996 | −6.08 |
| 2.0 | 4.464 | −0.017 | 0.773 | −3.35 |
| 3.0 | 9.253 | −1.180 | −0.391 | 1.54 |
| 3.4 | 10.955 | −1.549 | −0.760 | 3.27 |

**Q.** There is a field of 0.79 MV/cm in the film with no voltage applied?

**A.** Yes. It points against the negative polarization: a depolarizing field, present because \(\sigma\) compensates only part of \(D_r\). The uncorrected formula sets it to zero by construction.

**Q.** Did the correction use the \(\sigma\) you had put in?

**A.** The corrected column used (5) and the simulated pulse charges alone. For pulses 0.1 V apart, the capacitance peak lies at \(V_c=2.711\) V with \(Q_c=7.748\) uC/cm2. Hence \(\sigma=C_DV_c=2.2135\times2.7106=6.000\) uC/cm2, the charge put in. The recovered field differs from the Landau field at the simulated polarization by at most \(1.9\times10^{-5}\) MV/cm. That agreement concerns the method inside its own assumptions, not any real film.

The slope turns negative where \(\alpha+3\beta P^2=0\), that is at \(P=-P_{\rm rem}/\sqrt3=-5.77\) uC/cm2. In the pulse data \(dQ_{\rm rev}/dV\) reaches \(C_D\) at 1.14 V, and (5) puts the polarization there at \(-5.77\) uC/cm2. At the centre the capacitance is 5.38 uF/cm2, or 2.43 times \(C_D\).

**Q.** What if the stack does switch, and charge stays behind?

**A.** Then \(D_r=D_0+Q_{\rm res}\) is no longer the starting displacement. Thin the dielectric to 3 nm, below the limit in (6), set \(\sigma=0\), and apply 2 V. The residual charge is 13.76 uC/cm2, and (2) gives \(E_F=0.519\) MV/cm. Using \(D_0\) in place of \(D_r\) gives 2.384 MV/cm. This case shows the bookkeeping only: the dielectric holds \(2-0.519=1.48\) V across 3 nm, or 4.9 MV/cm, close to breakdown, and charge would tunnel through so thin a layer, so a real stack would not keep \(\sigma\) fixed. If \(Q_{\rm res}\) changes with pulse height, the offset changes too; then even the slope in (4) is distorted unless each point gets its own \(s\).

**Q.** Residual charge may also be leakage. Which leakage hurts?

**A.** Let \(J_F\) and \(J_D\) be the conduction currents through the two layers. The ammeter current is \(J=dD_F/dt+J_F\), and the interface charges at the rate \(d\sigma/dt=J_F-J_D\). Therefore

\[
\frac{dD_D}{dt}=\frac{dD_F}{dt}+\frac{d\sigma}{dt}=(J-J_F)+(J_F-J_D)=J-J_D .
\]

Integrate from peak to end, where \(\int J\,dt=-Q_{\rm rev}\), and write \(L_D=\int J_D\,dt\):

\[
D_D({\rm peak})=D_D({\rm end})+Q_{\rm rev}+L_D .
\]

\(J_F\) has cancelled. Leakage through the ferroelectric alone leaves the field change between the two readings correct, although (3) then misassigns the polarization. Leakage through the dielectric enters the field directly.

Two simulated 2.5 V pulses show the difference, each with one layer conducting and with the small series-resistance drop subtracted. A ferroelectric conductivity of \(10^{-4}\) S/m changes \(\sigma\) by 0.36 uC/cm2 between the readings, yet the error in the field change is only \(10^{-4}\) MV/cm in size. A dielectric conductivity of \(2\times10^{-4}\) S/m causes an error of \(-0.38\) MV/cm, which the \(L_D\) term reduces to 0.001 MV/cm.

Leakage during the plateau, before the first reading, is subtler. It is not part of \(L_D\), but it changes the \(\sigma\) that enters \(s\), so an offset found with other pulses need not apply.

**Q.** How close is this to a device I could build?

**A.** A remanent polarization of 10 uC/cm2 or somewhat more, films near 10 nm and coercive fields of roughly 1 MV/cm are ordinary for doped hafnia. The Landau coercive field, however, belongs to uniform reversal and need not equal the measured one. An interface charge of 6 uC/cm2 is about \(4\times10^{13}\) elementary charges per cm2, a lot for a clean interface but the size needed to compensate much of the polarization.

The assumption most at risk is that this charge stays fixed. At 3.4 V the dielectric carries \(s+Q_{\rm rev}=9.21\) uC/cm2 and hence 4.16 V, more than the applied voltage because the ferroelectric's share is negative. Its field of 4.16 MV/cm is 0.83 of a rough breakdown limit of 5 MV/cm. That limit varies with material and film quality, so a real film may have no such margin. A Fowler–Nordheim estimate, with this field held constant over the plateau and a tunnelling mass of 0.3 electron masses, passes \(2\times10^{-4}\) uC/cm2 for a 2.0 eV barrier but about 2 uC/cm2 for 1.5 eV. If \(D_r\) is correct but this loss is left out of \(\sigma\), equation (2) is off by about 0.9 MV/cm, about as much as the correction itself. Keeping the whole old \(s\) does less harm, because \(D_r\) rises when \(\sigma\) falls. For the 1.5 eV barrier, holding the field constant makes the tunnelled charge a low estimate. The arriving electrons lower \(\sigma\), and on the negative-slope part \(D_F\) then rises by more than \(\sigma\) falls, so the dielectric field grows as charge tunnels. With such a barrier the highest pulses would have to be lower or much shorter.

**Q.** And if the charge does stay put?

**A.** Then \(C_D\) and the location of the centre limit the accuracy. In (5), with \(V_c\) and \(Q_c\) held fixed, a \(C_D\) taken 5 % too high gives an error of up to 0.17 MV/cm. The error is largest at rest, where \(|Q_{\rm rev}-Q_c|\) is largest, and zero at the centre. Electrode screening equivalent to 0.01 nm of vacuum would give 0.09 MV/cm. Heating by 60 K, with a rough drift of \(C_D\) of \(2\times10^{-4}\) per kelvin, would give 0.04 MV/cm. The centre comes from the curvature of the data, and the simulated charges were free of noise. Misplacing \(V_c\) by \(\delta V_c\), with \(Q_c\) read there, shifts \(t_FE_F\) by about \((2.43-1)\,\delta V_c\), or 0.07 MV/cm for 0.05 V, so measured charges must be smoothed before the centre is sought. A dielectric whose capacitance changes with voltage does not drop out of the second derivative, and it moves the apparent centre as well.

Lateral domains are not sized here. With them, (2) still gives the area averages of field and charge, because the lateral average of Gauss's law has the same one-dimensional form. The averaged curve need not be the S-curve of a uniform film, and a negative slope in it does not by itself prove uniform reversal. If reversal proceeds by slow nucleation, the readings may also depend on pulse length. Repeating the series with another plateau length, at the same pulse heights and starting state, would reveal that. The remaining values are in the numerical output.

## Numbers as computed

```
remanent polarization      10.0 uC/cm2
Landau coercive field      1.00 MV/cm
alpha                      -2.5981e+09 m/F
beta                       2.5981e+11 m5/(F C2)
thickness F, D             10.0, 10.0 nm
dielectric constant        25.0
fixed interface charge     6.00 uC/cm2
C_D                        2.2135 uF/cm2
series resistance x area   5.0e-08 ohm m2
damping                    1.0 ohm m
edge, plateau              50, 500 ns
critical t_D               5.886 nm
D_r after pulse            -7.7480 uC/cm2
s = D_r + sigma            -1.7480 uC/cm2
field offset -s/(C_D t_F)  0.7897 MV/cm
V (V), Q_rev (uC/cm2), E raw, E corrected, E Landau (MV/cm), P (uC/cm2)
0.0   0.0000  -0.0000   0.7897   0.7897  -7.8180
0.5   0.8078   0.1351   0.9248   0.9248  -7.0222
1.0   1.7575   0.2060   0.9958   0.9957  -6.0788
1.5   2.9257   0.1783   0.9680   0.9680  -4.9081
2.0   4.4637  -0.0165   0.7732   0.7732  -3.3529
2.5   6.6360  -0.4979   0.2918   0.2918  -1.1380
3.0   9.2532  -1.1802  -0.3905  -0.3905   1.5396
3.4  10.9554  -1.5492  -0.7595  -0.7595   3.2745
capacitance peak at V_c    2.7106 V
sigma/C_D                  2.7106 V
Q_c at peak                7.7481 uC/cm2
sigma from peak            6.0000 uC/cm2
s from peak                -1.7481 uC/cm2
peak dQ/dV data, theory    5.381, 5.381 uF/cm2
peak dQ/dV over C_D        2.431
onset dQ/dV = C_D at       1.1423 V
P at onset, -P_rem/sqrt3   -5.774, -5.774 uC/cm2
max error corrected field  1.9e-05 MV/cm
switching stack (3 nm, 2 V): Q_res 13.757 uC/cm2
  E with, without Q_res    0.519, 2.384 MV/cm
leak in F: field error     -0.0001 MV/cm
  change of sigma          0.364 uC/cm2
leak in D: field error     -0.3816 MV/cm
  after leakage term       0.0013 MV/cm
peak dielectric field      4.160 MV/cm
  over rough 5 MV/cm limit 0.83
tunnelling, 2.0 eV, 0.3 m_e 1.99e-04 uC/cm2, shift 9.0e-05 MV/cm
tunnelling, 1.5 eV, 0.3 m_e 1.97e+00 uC/cm2, shift 8.9e-01 MV/cm
C_D 5 % too high: error    0.167 MV/cm
60 K at 2e-4 per K: error  0.042 MV/cm
0.01 nm screening: error   0.088 MV/cm
```
